**Holding current of a long normal domain in a superconducting nanowire**

The program tests I_h = w√[2h(T_c − T_b)/R], where w is the width, h the cooling coefficient per area, T_c and T_b the critical and substrate temperatures, and R the normal sheet resistance. It integrates the heat equation in time and asserts that the front speeds agree with the derived formula and that the zero-speed current lies within 0.5 % of I_h. A separate boundary-value calculation tests the current of static domains of finite length, and a matrix eigenvalue tests their growth rate at fixed current. Further assertions cover the collapse of a long domain at 0.9 I_h and the survival of a uniformly normal wire at 0.73 I_h but not at 0.68 I_h. For the example wire the output gives I_h = 4.90 µA and a thermal length of 70 nm. An interface at the current-dependent transition temperature, T⁴ cooling and temperature-dependent conductivity together lower the threshold to 3.59 µA by the area rule. Time integration of the same case gives 3.64 µA, within the asserted 1.5 %.

## Numerical verification

```python
"""Minimum current that sustains a long normal domain in a superconducting wire.

Result under test: I_h = w*sqrt(2*h*(Tc-Tb)/R)
  w width, d thickness, R normal sheet resistance, Tc critical temperature,
  Tb substrate temperature, h cooling coefficient per area and kelvin,
  K thermal conductivity, C heat capacity per volume (same in both phases),
  eta = sqrt(K*d/h) thermal length, tau = C*d/h thermal time.
Also tested: current of a static domain of finite length, its instability,
the speed of a front, and the area rule for nonlinear thermal properties.
All calculations are in SI units unless a variable is called scaled.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import expit

# Round parameters, rough regime of a niobium nitride detector wire
w, d, R = 100e-9, 5e-9, 500.0
Tc, Tb = 10.0, 4.0
h = 1.0e5
C, C_electron = 1.0e4, 2.0e3
Ic_bath = 20e-6
t_electron_phonon = 10e-12
lorenz = np.pi**2 / 3 * (const.k / const.e)**2
K = lorenz * Tc / (R * d)

eta, tau = np.sqrt(K * d / h), C * d / h
I_h = w * np.sqrt(2 * h * (Tc - Tb) / R)


def speed_formula(ratio):
    return eta / tau * 2 * (ratio**2 - 1) / np.sqrt(2 * ratio**2 - 1)


def static_current(length):
    return I_h / np.sqrt(1 - np.exp(-length / eta))


# Thermal laws: the simple model and the more realistic ones
beta = h * (Tc - Tb) / (Tc**4 - Tb**4)


def cool_linear(T):
    return h * (T - Tb)


def cool_phonon(T):
    return beta * ((T * T) * (T * T) - Tb**4)


def k_flat(T):
    return K + 0 * T


def k_normal(T):
    return K * T / Tc


def k_super(T):
    return K * (T / Tc) * (T / Tc)


Ic_zero = Ic_bath / (1 - (Tb / Tc)**2)**1.5


def switch_fixed(current):
    return Tc + 0 * current


def switch_critical(current):
    """Temperature at which the critical current equals the current."""
    return Tc * np.sqrt(1 - (current / Ic_zero)**(2 / 3))


# Time integration of the heat equation, insulated wire ends.
# The heating step is smoothed over a small temperature range so that
# the grid does not pin a front.
dx = eta / 20
dt = 0.25 * (dx / eta)**2 * tau
front_smoothing = 0.03 * (Tc - Tb)


def evolve(currents, start, duration, cool=cool_linear, kn=k_flat,
           ks=k_flat, switch=switch_fixed, smoothing=front_smoothing):
    T = start.copy()
    heat = (R * (currents / w)**2)[:, None]
    T_switch = switch(currents)[:, None]
    for _ in range(int(round(duration / dt))):
        normal = expit((T - T_switch) / smoothing)
        if kn is k_flat:
            k_face = K
        else:
            T_face = (T[:, 1:] + T[:, :-1]) / 2
            part = (normal[:, 1:] + normal[:, :-1]) / 2
            k_face = part * kn(T_face) + (1 - part) * ks(T_face)
        flow = k_face * d * (T[:, 1:] - T[:, :-1]) / dx**2
        rate = heat * normal - cool(T)
        rate[:, :-1] += flow
        rate[:, 1:] -= flow
        T += dt / (C * d) * rate
    return T


def front_positions(T, T_switch):
    result = []
    for row, level in zip(T, T_switch):
        j = np.nonzero(row > level)[0][-1]
        result.append(dx * (j + 0.5 + (row[j] - level) / (row[j] - row[j + 1])))
    return np.array(result)


def measured_speeds(currents, T_hot, settle=5, **laws):
    """Front speed after the start has been forgotten (settle, in tau)."""
    x = dx * (np.arange(800) + 0.5)
    start = np.where(x[None, :] < 20 * eta, T_hot[:, None], Tb)
    levels = laws.get("switch", switch_fixed)(currents)
    early = evolve(currents, start, settle * tau, **laws)
    late = evolve(currents, early, 3 * tau, **laws)
    return (front_positions(late, levels)
            - front_positions(early, levels)) / (3 * tau)


# Front speeds and the current of zero speed
ratios = np.array([0.9, 0.97, 1.03, 1.3, 1.6])
plateau = Tb + R * (ratios * I_h / w)**2 / h
speeds = measured_speeds(ratios * I_h, plateau)
assert np.all(np.abs(speeds - speed_formula(ratios)) < 0.015 * eta / tau)
I_zero_speed = I_h * (ratios[1] - speeds[1] * (ratios[2] - ratios[1])
                      / (speeds[2] - speeds[1]))
assert abs(I_zero_speed / I_h - 1) < 0.005

# Static domains of finite length: linear boundary-value problem on half
# the domain, heated region prescribed, current found from T(interface)=Tc
step, cells = eta / 100, 1500
for half_cells in (50, 100, 300):
    bands = np.zeros((3, cells))
    bands[0, 1:] = bands[2, :-1] = -K * d / step**2
    bands[1] = 2 * K * d / step**2 + h
    bands[1, 0] -= K * d / step**2
    load = (np.arange(cells) < half_cells).astype(float)
    response = solve_banded((1, 1), bands, load)
    at_edge = (response[half_cells - 1] + response[half_cells]) / 2
    I_numeric = w * np.sqrt((Tc - Tb) / (R * at_edge))
    assert abs(I_numeric / static_current(2 * half_cells * step) - 1) < 1e-3

# Growth rate of a disturbed static domain at fixed current, scaled units:
# steady state by Newton iteration, then the largest eigenvalues
test_ratio = 1.1
half = -0.5 * np.log(1 - 1 / test_ratio**2)
gain = 2 * test_ratio**2
kappa = brentq(lambda k: 2 * k - gain * (1 + np.exp(-2 * k * half)), 1, 10)
growth_formula = kappa**2 - 1
s_step, s_width, n = 0.02, 0.02, 500
s = s_step * (np.arange(n) + 0.5)
laplace = (np.diag(np.full(n, -2.0)) + np.diag(np.ones(n - 1), 1)
           + np.diag(np.ones(n - 1), -1))
laplace[0, 0] = -1.0
laplace /= s_step**2
static_shape = np.where(s < half, gain * (1 - np.exp(-half) * np.cosh(s)),
                        gain * np.sinh(half) * np.exp(-s))
theta = static_shape.copy()
for _ in range(30):
    f = expit((theta - 1) / s_width)
    residual = laplace @ theta - theta + gain * f
    jacobian = laplace - np.eye(n) + np.diag(gain * f * (1 - f) / s_width)
    theta = theta - np.linalg.solve(jacobian, residual)
f = expit((theta - 1) / s_width)
assert np.max(np.abs(laplace @ theta - theta + gain * f)) < 1e-7
assert theta[0] > 1
jacobian = laplace - np.eye(n) + np.diag(gain * f * (1 - f) / s_width)
eigenvalues = np.linalg.eigvalsh(jacobian)
growth_numeric = eigenvalues[-1]
assert abs(growth_numeric / growth_formula - 1) < 0.03
assert eigenvalues[-2] < 0

# Long domain below I_h; domains just above and below the static one
x = dx * (np.arange(300) + 0.5)
q = R * (test_ratio * I_h / w)**2
a = half * eta
rise = np.where(x < a, q / h * (1 - np.exp(-half) * np.cosh(x / eta)),
                q / h * np.sinh(half) * np.exp(-x / eta))
start = np.array([np.where(x < 4 * eta, plateau[0], Tb),
                  Tb + 1.05 * rise, Tb + 0.95 * rise])
final = evolve(np.array([0.9, test_ratio, test_ratio]) * I_h, start, 12 * tau)
assert final[0].max() < Tc and final[2].max() < Tc
assert front_positions(final[1:2], [Tc])[0] > 1.5 * a

# A wire that is normal everywhere survives down to I_h/sqrt(2).
# It has no front to pin, and its temperature comes close to Tc, so the
# heating step is kept much sharper here.
uniform = evolve(np.array([0.9, 0.73, 0.68]) * I_h,
                 np.full((3, 20), 16.0), 12 * tau,
                 smoothing=0.001 * (Tc - Tb))
assert uniform[0].min() > Tc and uniform[1].min() > Tc
assert uniform[2].max() < Tc


# Area rule for general cooling, conductivity and interface temperature
def holding_current(cool, kn, ks, switch):
    def area(current):
        heat = R * (current / w)**2
        T_hot = brentq(lambda T: cool(T) - heat, Tb, 1000.0)
        T_switch = float(switch(current))
        total = -quad(lambda T: ks(T) * cool(T), Tb, min(T_switch, T_hot))[0]
        if T_hot > T_switch:
            total += quad(lambda T: kn(T) * (heat - cool(T)),
                          T_switch, T_hot)[0]
        return total
    return brentq(area, 0.4 * I_h, 1.8 * I_h, xtol=1e-15)


I_area = holding_current(cool_linear, k_flat, k_flat, switch_fixed)
assert abs(I_area / I_h - 1) < 1e-6
I_critical = holding_current(cool_linear, k_flat, k_flat, switch_critical)
I_phonon = holding_current(cool_phonon, k_flat, k_flat, switch_fixed)
I_conduct = holding_current(cool_linear, k_normal, k_super, switch_fixed)
I_all = holding_current(cool_phonon, k_normal, k_super, switch_critical)
pair = np.array([0.96, 1.04]) * I_all
hot = np.array([brentq(lambda T: cool_phonon(T) - R * (c / w)**2, Tb, 1000.0)
                for c in pair])
# T^4 cooling is weak near Tb, so the cold side needs longer to settle
pair_speeds = measured_speeds(pair, hot, settle=15, cool=cool_phonon,
                              kn=k_normal, ks=k_super, switch=switch_critical)
assert pair_speeds[0] < 0 < pair_speeds[1]
I_all_dynamic = pair[0] - pair_speeds[0] * (pair[1] - pair[0]) / (
    pair_speeds[1] - pair_speeds[0])
assert abs(I_all_dynamic / I_all - 1) < 0.015

# The same current evaluated wholly in atomic units
pc = const.physical_constants
length0 = pc["atomic unit of length"][0]
time0 = pc["atomic unit of time"][0]
energy0 = pc["Hartree energy"][0]
current0 = pc["atomic unit of current"][0]
temperature0 = energy0 / const.k
resistance0 = energy0 / const.e / current0
h_au = h * time0 * length0**2 * temperature0 / energy0
I_au = (w / length0) * np.sqrt(2 * h_au * (Tc - Tb) / temperature0
                               / (R / resistance0))
assert abs(I_au * current0 / I_h - 1) < 1e-6

# Remaining neglected temperature differences in the hot interior
power_density = R * (I_h / w)**2 / d
electron_excess = power_density * t_electron_phonon / C_electron
film_drop = power_density * d**2 / (2 * K)


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


print("INPUTS (round model values)")
show("width", w * 1e9, "nm", 0)
show("thickness", d * 1e9, "nm", 0)
show("sheet resistance", R, "ohm per square", 0)
show("critical temperature", Tc, "K", 1)
show("substrate temperature", Tb, "K", 1)
show("cooling coefficient", h * 1e-4, "W/(cm2 K)", 1)
show("heat capacity", C * 1e-6, "J/(cm3 K)", 4)
show("electron heat capacity", C_electron * 1e-6, "J/(cm3 K)", 4)
show("electron-phonon time", t_electron_phonon * 1e12, "ps", 0)
show("critical current at substrate temperature", Ic_bath * 1e6, "uA", 1)
print("MAIN RESULTS")
show("conductivity from Wiedemann-Franz at Tc", K * 1e-2, "W/(cm K)", 6)
show("thermal length eta", eta * 1e9, "nm", 1)
show("thermal time tau", tau * 1e9, "ns", 3)
show("speed unit eta/tau", eta / tau, "m/s", 1)
show("Joule heat per area at I_h", R * (I_h / w)**2 * 1e-4, "W/cm2", 1)
show("interior temperature at I_h", Tb + R * (I_h / w)**2 / h, "K", 2)
show("I_h formula", I_h * 1e6, "uA")
print(f"I_h in atomic units: {I_au:.4e} a.u.")
show("zero-speed current from time integration", I_zero_speed * 1e6, "uA")
show("limit for uniformly normal wire", I_h / np.sqrt(2) * 1e6, "uA")
show("I_h / critical current", I_h / Ic_bath, "(ratio)")
print("FINITE STATIC DOMAINS")
for nm in (50, 100, 200, 400):
    show(f"current for length {nm} nm", static_current(nm * 1e-9) * 1e6, "uA")
show("static length at 1.1 I_h", 2 * a * 1e9, "nm", 1)
show("growth rate at 1.1 I_h, formula", growth_formula, "per tau")
show("growth rate at 1.1 I_h, eigenvalue", growth_numeric, "per tau")
print("FRONT SPEEDS (formula | time integration)")
for r, v in zip(ratios, speeds):
    print(f"I/I_h = {r:.2f}: {speed_formula(r):.1f} | {v:.1f} m/s")
print("NEGLECTED EFFECTS (holding current, change from I_h)")
for name, value in (("interface at I = Ic(T)", I_critical),
                    ("T^4 phonon cooling", I_phonon),
                    ("temperature-dependent K", I_conduct),
                    ("all three, area rule", I_all),
                    ("all three, time integration", I_all_dynamic)):
    print(f"{name}: {value*1e6:.3f} uA, {100*(value/I_h-1):+.1f} %")
show("interface temperature, first case", switch_critical(I_critical), "K", 2)
show("interface temperature, all three", switch_critical(I_all), "K", 2)
show("electron excess over phonons", electron_excess, "K", 2)
show("temperature drop across film", film_drop, "K", 3)
print("tests ok")
```

Output:

```
INPUTS (round model values)
width: 100 nm
thickness: 5 nm
sheet resistance: 500 ohm per square
critical temperature: 10.0 K
substrate temperature: 4.0 K
cooling coefficient: 10.0 W/(cm2 K)
heat capacity: 0.0100 J/(cm3 K)
electron heat capacity: 0.0020 J/(cm3 K)
electron-phonon time: 10 ps
critical current at substrate temperature: 20.0 uA
MAIN RESULTS
conductivity from Wiedemann-Franz at Tc: 0.000977 W/(cm K)
thermal length eta: 69.9 nm
thermal time tau: 0.500 ns
speed unit eta/tau: 139.8 m/s
Joule heat per area at I_h: 120.0 W/cm2
interior temperature at I_h: 16.00 K
I_h formula: 4.899 uA
I_h in atomic units: 7.3962e-04 a.u.
zero-speed current from time integration: 4.906 uA
limit for uniformly normal wire: 3.464 uA
I_h / critical current: 0.245 (ratio)
FINITE STATIC DOMAINS
current for length 50 nm: 6.854 uA
current for length 100 nm: 5.616 uA
current for length 200 nm: 5.045 uA
current for length 400 nm: 4.907 uA
static length at 1.1 I_h: 122.4 nm
growth rate at 1.1 I_h, formula: 0.764 per tau
growth rate at 1.1 I_h, eigenvalue: 0.766 per tau
FRONT SPEEDS (formula | time integration)
I/I_h = 0.90: -67.5 | -67.8 m/s
I/I_h = 0.97: -17.6 | -17.7 m/s
I/I_h = 1.03: 16.1 | 16.1 m/s
I/I_h = 1.30: 125.1 | 125.2 m/s
I/I_h = 1.60: 214.9 | 215.0 m/s
NEGLECTED EFFECTS (holding current, change from I_h)
interface at I = Ic(T): 4.190 uA, -14.5 %
T^4 phonon cooling: 5.374 uA, +9.7 %
temperature-dependent K: 4.592 uA, -6.3 %
all three, area rule: 3.592 uA, -26.7 %
all three, time integration: 3.635 uA, -25.8 %
interface temperature, first case: 8.39 K
interface temperature, all three: 8.56 K
electron excess over phonons: 1.20 K
temperature drop across film: 0.031 K
tests ok
```
